# Thin-film resistivity slope with two unequal mean free paths, part 1

(Sections cited here and not found follow in the second part.)

## First half: one carrier group in the bulk and in a film

A metal film fills the region $0<z<d$ and carries a current along $x$. Its carriers belong to two groups, labelled $i=1,2$. Each group has a spherical Fermi surface of area $S_i$ in wave-vector space and one mean free path $\lambda_i$, the same for all directions. When such a film is made thinner its resistivity rises, because carriers lose their drift at the walls. This rise can be estimated from the bulk resistivity and a single mean free path. The problem is to find what happens to the estimate when the two groups have different paths.

Transport is treated semiclassically and to first order in the electric field. The carriers are degenerate, which means that the thermal energy is small compared with the Fermi energy. A bulk collision is assumed to destroy a carrier's drift and to give none back to either group. The film is at first free of grain boundaries. These assumptions are examined in the last part.

### (a) What does one group contribute to the bulk conductivity?

Express the contribution through $S$ and $\lambda$, and find out whether the carrier velocity matters separately.

**Solution.** Let the carriers have charge $q=\pm e$, velocity $\mathbf v$ of magnitude $v$, and relaxation time $\tau$. Write the distribution as $f=f_0+f_1$, where $f_0$ is the equilibrium function of the energy $\varepsilon$ and $f_1$ is linear in the field $E$ along $x$. The field changes the wave vector at the rate $qE/\hbar$, and $\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial\varepsilon$. In a uniform steady state the Boltzmann equation is therefore

$$qEv_x\frac{\partial f_0}{\partial\varepsilon}=-\frac{f_1}{\tau}.$$

It is convenient to separate off the factors that will also be present in the film. Let $n_x=v_x/v$ and define a length $\varphi$ by

$$f_1=qE\,n_x\,\varphi\left(-\frac{\partial f_0}{\partial\varepsilon}\right).$$

Inserting this form gives $\varphi=v\tau=\lambda$. The energy that a carrier gains from the field is force times displacement, and $qEn_x\varphi$ has that form. Thus $\varphi$ is the mean distance over which the carrier has been accelerated since it last lost its drift. It will be called the drift length.

With two spin states, the current density is

$$j=2q\int\frac{d^3k}{(2\pi)^3}\,v_xf_1
=\frac{q^2E}{4\pi^3}\int d^3k\;v\,n_x^2\,\varphi\left(-\frac{\partial f_0}{\partial\varepsilon}\right).$$

For degenerate carriers, $-\partial f_0/\partial\varepsilon$ acts as a delta function at the Fermi energy. A volume element between two surfaces of constant energy is $d^3k=dS\,d\varepsilon/(\hbar v)$, because the surfaces are a distance $d\varepsilon/(\hbar v)$ apart. The factor $v$ cancels, and with $q^2=e^2$

$$\sigma=\frac{j}{E}=\frac{e^2}{4\pi^3\hbar}\int dS\;n_x^2\,\varphi .$$

In the bulk $\varphi=\lambda$ everywhere on the surface, and the average of $n_x^2$ over a sphere is $1/3$. Hence

$$\sigma=C S\lambda,\qquad C=\frac{e^2}{12\pi^3\hbar}.$$

The velocity enters through $\lambda=v\tau$ and in no other way. A fast group carries more current per carrier, but it has fewer states per unit energy in the same proportion. Two groups with equal areas and equal paths thus conduct equally well even if their masses differ. The sign of the charge has also dropped out, so one group may consist of electrons and the other of holes.

### (b) How does a diffuse wall change the drift length?

Both walls are fully diffuse: a carrier leaves a wall in a direction unrelated to the one in which it arrived. It may also leave in the other group. Find $\varphi$ inside the film.

**Solution.** Let $\mu=v_z/v$ be the direction cosine to the film normal. The distribution now depends on $z$, which adds the term $v_z\,\partial f_1/\partial z$ to the left side of the Boltzmann equation:

$$v_z\frac{\partial f_1}{\partial z}+qEv_x\frac{\partial f_0}{\partial\varepsilon}=-\frac{f_1}{\tau}.$$

Insert the definition of $\varphi$ and divide by $qEn_xv(-\partial f_0/\partial\varepsilon)$. The field term becomes $-1$ and the collision term becomes $-\varphi/\lambda$, so that

$$\mu\frac{\partial\varphi}{\partial z}+\frac{\varphi}{\lambda}=1 .$$

The general solution is the constant $\lambda$ plus a multiple of $e^{-z/(\lambda\mu)}$. The multiple follows from the condition at the wall.

A diffuse wall emits carriers with a distribution that does not depend on direction. Its strength is fixed by the requirement that as many carriers leave the wall as arrive. The field-induced part of the arriving flux contains the factor $n_x=\sqrt{1-\mu^2}\cos\phi$, where $\phi$ is the azimuth about the normal. Its integral over $\phi$ is zero in each group. The field therefore causes no extra arrivals in total, and the emitted carriers have $f_1=0$. This remains true if the wall transfers carriers between the groups, since each group's contribution vanishes before the two are added.

The same integral shows that $f_1$ produces no local excess of carriers and no current along $z$. The assumption that bulk collisions relax the distribution towards an unchanged $f_0$ is then consistent, and no transverse field builds up.

Carriers with $\mu>0$ come from the wall at $z=0$, where $\varphi=0$. Those with $\mu<0$ come from the wall at $z=d$. The solutions are

$$\varphi=\lambda\left[1-e^{-z/(\lambda\mu)}\right]\quad(\mu>0),$$

$$\varphi=\lambda\left[1-e^{-(d-z)/(\lambda|\mu|)}\right]\quad(\mu<0).$$

Far from the wall, measured in units of $\lambda|\mu|$, the bulk value returns.

### (c) What fraction of the group's conductivity is lost?

Find the lost fraction for any thickness, then its leading form for $d\gg\lambda$, with a bound on what is left out.

**Solution.** The current through the whole cross-section depends on the average of $\varphi$ over the thickness. For $\mu>0$,

$$\bar\varphi(\mu)=\frac1d\int_0^d\lambda\left[1-e^{-z/(\lambda\mu)}\right]dz
=\lambda\left[1-\frac{\lambda\mu}{d}\left(1-e^{-d/(\lambda\mu)}\right)\right].$$

The mirror image gives the same result for $\mu<0$, with $|\mu|$ in place of $\mu$.

On the sphere $dS=S\,d\mu\,d\phi/(4\pi)$, and $\int_0^{2\pi}n_x^2\,d\phi=\pi(1-\mu^2)$. The surface integral from part (a) becomes

$$\int dS\,n_x^2\bar\varphi=\frac S4\int_{-1}^{1}(1-\mu^2)\bar\varphi\,d\mu
=\frac S2\int_0^1(1-\mu^2)\bar\varphi\,d\mu .$$

The prefactor $e^2/(4\pi^3\hbar)$ equals $3C$, so the film conductivity of the group is

$$\sigma_{\rm film}=\frac32CS\int_0^1(1-\mu^2)\bar\varphi\,d\mu=CS\lambda\,(1-w),$$

$$w=\frac32\int_0^1(1-\mu^2)\frac{\lambda\mu}{d}\left[1-e^{-d/(\lambda\mu)}\right]d\mu .$$

Here $\int_0^1(1-\mu^2)\,d\mu=2/3$ has been used for the bulk term. This is the Fuchs–Sondheimer result for diffuse walls, and $w$ is the lost fraction.

In a thick film the exponential is small. Without it,

$$w\simeq\frac{3\lambda}{2d}\int_0^1(\mu-\mu^3)\,d\mu
=\frac{3\lambda}{2d}\left(\frac12-\frac14\right)=\frac{3\lambda}{8d}.$$

The omitted term reduces the loss by

$$\frac{3\lambda}{2d}\int_0^1(\mu-\mu^3)e^{-d/(\lambda\mu)}d\mu .$$

Since $\mu\le1$, the exponential is at most $e^{-d/\lambda}$. The reduction therefore lies between zero and $e^{-d/\lambda}$ times the leading loss. For $d=4\lambda$ it is less than 2 percent of that loss. The conductivity thus has no term in $1/d^2$; its corrections are exponentially small.

### (d) Why is the lost conductivity proportional to the square of the path?

Interpret the result of part (c) by following individual carriers, and test the interpretation on films with $d=60$ nm and paths of 5 and 15 nm.

**Solution.** Follow a carrier backwards in time from its present position. In the bulk, the distance $t$ to its last collision has the probability $e^{-t/\lambda}$ of exceeding $t$. In the film the backward flight ends earlier if it meets a wall at distance $s$. The mean of the shorter of the two distances is the integral of the survival probability up to $s$:

$$\int_0^s e^{-t/\lambda}\,dt=\lambda\left(1-e^{-s/\lambda}\right).$$

With $s=z/\mu$ this is the drift length found in part (b). The wall cuts off the earlier part of the flight and with it the drift gained there.

Two factors of $\lambda$ enter the loss. The affected carriers lie in a layer whose depth is of order $\lambda$, and each of them loses a drift length of order $\lambda$. The lost conductivity is accordingly

$$CS\lambda\,w\simeq\frac{3C}{8d}S\lambda^2 ,$$

whereas the bulk conductivity contains $\lambda$ to the first power. This difference in powers will decide the two-group problem.

Randomly drawn flights, cut off at the walls of a 60 nm film, gave losses of 3.15 percent for the 5 nm path and 9.43 percent for the 15 nm path. The law $3\lambda/(8d)$ gives 3.12 and 9.38 percent. The differences are about one percent of the loss or less, within the 3 percent allowed for sampling noise.

### (e) What if a wall reflects some carriers like a mirror?

Let a fraction $p$ be reflected specularly at each wall, with $\mu$ reversed, the in-plane direction kept and the group unchanged. Find the leading loss.

**Solution.** For $\mu>0$ the drift length still has the form

$$\varphi(z,\mu)=\lambda\left[1-A\,e^{-z/(\lambda\mu)}\right],$$

with a constant $A$ to be found. The diffusely emitted part has no drift, so the condition at the lower wall is $\varphi(0,\mu)=p\,\varphi(0,-\mu)$. The film is symmetric about its middle plane, which gives $\varphi(0,-\mu)=\varphi(d,\mu)$. Therefore

$$1-A=p\left[1-A\,e^{-d/(\lambda\mu)}\right],\qquad
A=\frac{1-p}{1-p\,e^{-d/(\lambda\mu)}} .$$

For $p=0$ this returns $A=1$, and for $p=1$ it gives $A=0$, so that a perfect mirror causes no loss. In a thick film $A\to1-p$, and

$$w\simeq\frac{3(1-p)\lambda}{8d}.$$

If specular reflection could move a carrier into the other group, the drift lengths of the two groups would be coupled at the wall. This formula would then not apply. For $p=0$ no such restriction was needed.

### (f) What if the mass along the normal differs from the in-plane mass?

Replace the sphere by a spheroid with in-plane mass $m$ and normal mass $m_z=\gamma m$, and let $\tau$ be constant. How does the leading loss change at a fixed in-plane drift length?

**Solution.** The energy is

$$\varepsilon=\frac{\hbar^2(k_x^2+k_y^2)}{2m}+\frac{\hbar^2k_z^2}{2\gamma m}.$$

The substitution $k_z=\sqrt\gamma\,k_z'$ turns the Fermi surface into a sphere. The in-plane velocities become $\hbar k_x/m$ and $\hbar k_y/m$, as for a sphere of mass $m$. The normal velocity becomes

$$v_z=\frac{\hbar k_z}{\gamma m}=\frac{1}{\sqrt\gamma}\,\frac{\hbar k_z'}{m}.$$

The volume element acquires the constant factor $\sqrt\gamma$, which cancels in the lost fraction. The position dependence in part (b) is governed by $v_z\tau$, so $\lambda\mu$ is replaced by $\lambda\mu'/\sqrt\gamma$, where $\lambda$ is now the largest in-plane drift length. The leading loss is

$$w\simeq\frac{3\lambda}{8d\sqrt\gamma}.$$

For $\gamma=1.5$ the factor is 0.8165, a reduction of about 18 percent. A heavier mass along the normal slows the carriers on their way to the walls, so fewer of them arrive before a bulk collision. The spherical model is thus a real restriction when the result is applied to a particular metal.

## Second half: two groups and the resistivity slope

The film has thickness $d$ and fully diffuse walls. Group $i$ has Fermi area $S_i$ and mean free path $\lambda_i$. Its bulk conductivity is $CS_i\lambda_i$, with $C=e^2/(12\pi^3\hbar)$. In a thick film it loses the fraction $3\lambda_i/(8d)$ of this, apart from terms that are exponentially small in $d/\lambda_i$. The bulk resistivity is $\rho_0$. The slope $B$ is the coefficient of $1/d$ in the film resistivity as $d\to\infty$.

### (g) What is the slope for two groups?

**Solution.** Both groups respond to the same field, so their currents, and hence their conductivities, add:

$$\sigma=C\sum_iS_i\lambda_i-\frac{3C}{8d}\sum_iS_i\lambda_i^2 .$$

Define the effective path

$$\Lambda=\frac{\sum_iS_i\lambda_i^2}{\sum_iS_i\lambda_i}.$$

This is the average of the paths weighted by the bulk current that each group carries. With $\rho_0=1/(C\sum_iS_i\lambda_i)$ and $x=3\Lambda/(8d)$, the resistivity is

$$\rho=\frac{\rho_0}{1-x}=\rho_0\left(1+x+\frac{x^2}{1-x}\right).$$

The last term is of order $1/d^2$. The coefficient of $1/d$ is therefore

$$B=\frac38\rho_0\Lambda=\frac{3}{8C}\,\frac{\sum_iS_i\lambda_i^2}{\left(\sum_iS_i\lambda_i\right)^2}.$$

If all paths are multiplied by one factor, the numerator and the denominator change alike and $B$ stays the same. The slope depends on the ratio of the paths, not on their overall size.

### (h) What does a common mean free path predict?

Keep the Fermi surfaces but give all carriers the same path $\lambda_c$. Compare the two slopes for arbitrary areas.

This part has found the conductivity that each group loses at the film walls and, from it, the resistivity slope $B$ for two groups with different paths. It remains to answer question (h) by comparing this slope with the common-path prediction, and then to work through a numerical example and examine finite thickness and the neglected effects.
